# Silicon dioxide thickness from the Si 2p intensity ratio, part 1

(Sections cited here and not found follow in the second part.)

## First half: from attenuation to thickness

A silicon wafer carries a thin film of silicon dioxide. X-rays of fixed photon energy eject electrons from the 2p shell of the silicon atoms, both in the film and in the wafer below it. A silicon atom in silicon dioxide has four oxygen neighbours and holds its 2p electrons more tightly than an atom in elemental silicon, by roughly 4 eV. The photoelectron spectrum therefore contains two separate Si 2p lines, one from the oxide and one from the substrate. A thicker film strengthens the first line and weakens the second. The problem is to turn the ratio of their areas into a thickness.

The depth $z$ is measured from the outer surface into the sample. The oxide fills $0<z<d$ and the silicon fills $z>d$. The analyser accepts electrons that leave at an angle $\theta$ from the surface normal, with $0\le\theta<90^\circ$. The measured quantity is

$$R=\frac{I_{\rm ox}}{I_{\rm Si}},$$

where $I_{\rm ox}$ and $I_{\rm Si}$ are the areas of the oxide and substrate lines.

The model makes these assumptions:

- The film has the same thickness and composition everywhere, and its interface with silicon is sharp.
- Electrons travel in straight lines, without a change of direction at the interface or the surface.
- The X-ray flux is constant over the few nanometres from which the electrons escape.
- The acceptance angle of the analyser is small enough for one value of $\theta$ to represent it.
- Electrons of both lines have the same attenuation length $\lambda$ **in the oxide**.

The last assumption says nothing about the attenuation length in silicon, which is called $\lambda_{\rm Si}$ and may differ from $\lambda$. The algebra contains no constants of nature, so it reads the same in atomic units as in nanometres.

### (a) What is the chance that an electron escapes without loss?

An electron starts at depth $z$ in the oxide and moves towards the analyser. In each short element of path $ds$ it has a probability $ds/\lambda$ of being removed from its line, for instance by losing energy. Find the probability that it reaches the surface and is still counted in the line.

**Solution.** Let $P(s)$ be the probability that the electron is still in the line after a path $s$. To survive the path $s+ds$, it must survive $s$ and then survive the element $ds$. The chance of loss in the element does not depend on the earlier path, so the two probabilities multiply:

$$P(s+ds)=P(s)\left(1-\frac{ds}{\lambda}\right).$$

Subtracting $P(s)$ and dividing by $ds$ gives

$$\frac{dP}{ds}=-\frac{P}{\lambda}.$$

Separating the variables gives $dP/P=-ds/\lambda$. Integration from $0$ to $s$, with $P(0)=1$, gives $\ln P(s)=-s/\lambda$, or

$$P(s)=e^{-s/\lambda}.$$

The path is longer than the depth, because the electron moves obliquely. Its component along the normal is $s\cos\theta$, and this must equal $z$. Hence $s=z/\cos\theta$, and the escape probability is

$$P=e^{-z/(\lambda\cos\theta)}=e^{-z/L},\qquad L=\lambda\cos\theta .$$

The length $L$ is the depth from which a fraction $1/e$ of the electrons escape in the chosen direction. It is largest at normal emission and shrinks as the analyser moves towards grazing emission. Observation at a larger $\theta$ is therefore more sensitive to the surface.

### (b) How large is the oxide line?

Let the oxide contain $n_{\rm ox}$ silicon atoms per unit volume. Find the area of its Si 2p line.

**Solution.** A layer between $z$ and $z+dz$ contributes in proportion to the number of silicon atoms in it and to their escape probability:

$$dI_{\rm ox}=K\,y_{\rm ox}\,n_{\rm ox}\,e^{-z/L}\,dz .$$

The factor $K$ collects the X-ray flux, the probability of 2p photoemission, the area viewed, and the solid angle and transmission of the analyser. It may depend on $\theta$. It is taken to be the same for the two lines, because they come from the same atomic shell, are recorded in the same geometry, and have nearly equal kinetic energies.

The factor $y_{\rm ox}$ is an effective line yield. It describes how much of the emission is counted in the line when the spectrum is divided into peaks and background. It need not equal the corresponding factor for elemental silicon, so it is kept separate from $K$.

Adding the layers from the surface to the interface gives

$$I_{\rm ox}=K y_{\rm ox}n_{\rm ox}\int_0^d e^{-z/L}\,dz .$$

An antiderivative of $e^{-z/L}$ is $-Le^{-z/L}$. Its value at $d$ minus its value at zero is $-Le^{-d/L}+L$, so

$$I_{\rm ox}=K y_{\rm ox}n_{\rm ox}L\left(1-e^{-d/L}\right).$$

For a film much thinner than $L$, the bracket is close to $d/L$ and the area is proportional to the number of oxide atoms. For a film much thicker than $L$, the bracket approaches one. Further oxide then lies too deep to add much to the line.

### (c) How large is the substrate line?

Let the silicon contain $n_{\rm Si}$ atoms per unit volume, and let its line yield be $y_{\rm Si}$. Find the area of the substrate line. The wafer may be treated as infinitely thick.

**Solution.** An electron that starts at $z>d$ first crosses a thickness $z-d$ of silicon and then the full thickness $d$ of oxide. Survival in the two materials multiplies:

$$P=e^{-(z-d)/(\lambda_{\rm Si}\cos\theta)}\,e^{-d/(\lambda\cos\theta)} .$$

The second exponential contains $\lambda$, the length already used for the oxide line. This is where the assumption of equal attenuation lengths enters.

With $u=z-d$ as the depth below the interface, the sum over all layers is

$$I_{\rm Si}=K y_{\rm Si}n_{\rm Si}\,e^{-d/L}\int_0^\infty e^{-u/(\lambda_{\rm Si}\cos\theta)}\,du .$$

The integral of a decaying exponential from zero to infinity equals its decay length, here $\lambda_{\rm Si}\cos\theta$. Therefore

$$I_{\rm Si}=K y_{\rm Si}n_{\rm Si}\lambda_{\rm Si}\cos\theta\;e^{-d/L}.$$

The upper limit is justified because a wafer is hundreds of micrometres thick, whereas the decay length is a few nanometres.

### (d) Which reference measurements remove the unknown factors?

The quantities $K$, $y_{\rm ox}$ and $y_{\rm Si}$ are hard to determine separately. Two further samples are available: a very thick oxide and a clean silicon wafer. Both are measured with the same flux, geometry and peak-fitting procedure as the film. Find what they supply.

**Solution.** For the thick oxide, $d/L$ is large and $e^{-d/L}$ tends to zero. The result of part (b) becomes

$$I_{\rm ox}^{\infty}=K y_{\rm ox}n_{\rm ox}\lambda\cos\theta .$$

For clean silicon, $d=0$. The result of part (c) becomes

$$I_{\rm Si}^{\infty}=K y_{\rm Si}n_{\rm Si}\lambda_{\rm Si}\cos\theta .$$

The superscript means that the emitting material is effectively infinite in depth. The reference ratio is

$$R_\infty=\frac{I_{\rm ox}^{\infty}}{I_{\rm Si}^{\infty}}
=\frac{y_{\rm ox}}{y_{\rm Si}}\,
\frac{n_{\rm ox}\lambda}{n_{\rm Si}\lambda_{\rm Si}} .$$

Both $K$ and $\cos\theta$ have cancelled. In this model, the reference ratio does not depend on the emission angle.

In terms of the references, the areas for the film are

$$\frac{I_{\rm ox}}{I_{\rm ox}^{\infty}}=1-e^{-d/L},\qquad
\frac{I_{\rm Si}}{I_{\rm Si}^{\infty}}=e^{-d/L}.$$

These two fractions add to one. The film gains the fraction of the thick-oxide signal that the substrate loses from the clean-silicon signal. The sum holds because one exponential describes both the emission depth of the oxide line and the weakening of the substrate line.

If the attenuation lengths in the two materials are also equal, and the two yields are equal, then $R_\infty=n_{\rm ox}/n_{\rm Si}$. This special case needs more than the assumption made at the start. It is not needed when the reference ratio is measured.

The thick reference must be thick compared with $L$, and not merely thicker than the film. At a thickness of $5L$, its signal is below the limiting value by $e^{-5}$, or about 0.7 percent of that value.

### (e) What is the thickness?

Use the two fractions to express $d$ through $R$, $R_\infty$, $\lambda$ and $\theta$. Show that a given ratio corresponds to one thickness.

**Solution.** Dividing the oxide fraction by the substrate fraction gives, on the left,

$$\frac{I_{\rm ox}/I_{\rm ox}^{\infty}}{I_{\rm Si}/I_{\rm Si}^{\infty}}
=\frac{I_{\rm ox}}{I_{\rm Si}}\,
\frac{I_{\rm Si}^{\infty}}{I_{\rm ox}^{\infty}}
=\frac{R}{R_\infty}.$$

On the right, division by $e^{-d/L}$ is multiplication by $e^{d/L}$:

$$\frac{R}{R_\infty}
=\left(1-e^{-d/L}\right)e^{d/L}
=e^{d/L}-1 .$$

Adding one to both sides and taking the natural logarithm gives $d/L=\ln(1+R/R_\infty)$. Since $L=\lambda\cos\theta$,

$$\boxed{\,d=\lambda\cos\theta\,
\ln\!\left(1+\frac{R}{R_\infty}\right)\,}.$$

The function $e^{d/L}-1$ is zero at $d=0$, has the positive derivative $e^{d/L}/L$, and grows without limit. Every ratio $R\ge0$ therefore belongs to one thickness $d\ge0$.

The logarithm has a simple origin. The quantity $1+R/R_\infty$ equals $e^{d/L}$, the factor by which the film has weakened the substrate line. Its logarithm counts how many escape depths $L$ fit into the film.

If the lengths in the oxide were unequal, the product would be $(1-e^{-d/L})e^{d/L'}$, with a different length $L'$ in the second factor. The exponentials would no longer combine into $e^{d/L}-1$, and the equation would in general need a numerical solution.

### (f) What do the limits say?

Examine thin and thick films, a change of emission angle, and a uniform layer of contamination on the surface.

**Solution.** Let $q=R/R_\infty$. For a thin film, $q$ is small and $\ln(1+q)=q-q^2/2+\cdots$. To leading order,

$$d\approx L\,\frac{R}{R_\infty}.$$

This linear estimate counts oxide atoms but ignores the weakening of both lines by the film. It is too large, because $\ln(1+q)<q$ for every positive $q$. Relative to the true thickness, its leading error is $q/2$.

For a thick film, $q$ is large and $d\approx L\ln(R/R_\infty)$. A small relative error in $R$ then causes a relative error in $d$ that is smaller by about the factor $L/d$, which looks like an advantage. The substrate line is disappearing, however. At $d=3L$ it retains a fraction $e^{-3}$ of its clean-silicon area, or about 5 percent. Noise and errors in the background then limit the result.

For a change of angle, the formula can be written as

$$\ln\!\left(1+\frac{R(\theta)}{R_\infty}\right)
=\frac{d}{\lambda}\,\frac{1}{\cos\theta}.$$

A plot of the left side against $1/\cos\theta$ should be a straight line through the origin with slope $d/\lambda$. Such a series can reveal a large departure from the model, such as a badly wrong $R_\infty$, but a nearly straight line does not confirm the model: moderate unevenness, a thin interface layer or a 10 percent error in $R_\infty$ bend the plot very little between $0^\circ$ and $60^\circ$ while still shifting the slope. It cannot give $d$ and $\lambda$ separately, because only their quotient appears.

Finally, let a uniform contamination layer of thickness $c$ have the attenuation length $\lambda_c$ for both lines. It multiplies both areas by $e^{-c/(\lambda_c\cos\theta)}$. This factor cancels from $R$, so the oxide thickness is unchanged. The reference areas come from separate samples, and different contamination on those two samples would not cancel from $R_\infty$.

## Second half: a gate oxide and the limits of the model

The first half treated a uniform oxide of thickness $d$ on silicon, observed at an angle $\theta$ from the normal. The attenuation length in the oxide is $\lambda$, and $L=\lambda\cos\theta$. The oxide-to-substrate area ratio is $R$, and $R_\infty$ is the same ratio formed from thick oxide and clean silicon. The results needed here are

$$\frac{I_{\rm ox}}{I_{\rm ox}^{\infty}}=1-e^{-d/L},\qquad
\frac{I_{\rm Si}}{I_{\rm Si}^{\infty}}=e^{-d/L},\qquad
d=L\ln\!\left(1+\frac{R}{R_\infty}\right),$$

$$R_\infty=\frac{y_{\rm ox}}{y_{\rm Si}}\,
\frac{n_{\rm ox}\lambda}{n_{\rm Si}\lambda_{\rm Si}} .$$

Here $n$ is a density of silicon atoms, $y$ is an effective line yield, and $\lambda_{\rm Si}$ is the attenuation length in silicon. It is also useful to write $x=d/L$.

### (g) How thick is the film in a definite case?

A thin gate oxide is examined with aluminium K-alpha radiation. Take the rough typical values $\lambda=3.4$ nm and $R_\infty=0.90$, an angle of $35^\circ$, and a chosen ratio $R=1.00$. Find the thickness, and predict the ratio at $0^\circ$ and $60^\circ$.

The oxide thickness now follows from the measured line ratio, the reference ratio, the attenuation length and the emission angle. It remains to work out the gate-oxide example just posed, and to examine how input errors and departures from the model affect the result.
